# Effective thermal conductivity from the phonon accumulation function by integration by parts

## The result

Let \(k_\Lambda\,d\Lambda\ge 0\) be the part of the bulk thermal conductivity carried by phonons whose bulk mean free path lies between \(\Lambda\) and \(\Lambda+d\Lambda\). Let \(k\) be the total, and define the accumulation function

\[
\alpha(\Lambda)=\frac1k\int_0^\Lambda k_{\Lambda'}\,d\Lambda' .
\]

**Theorem.** Assume that

1. \(k\) is finite, so that \(\alpha\) rises from \(\alpha(0)=0\) to \(\alpha(\infty)=1\);
2. a structure of size \(d\) multiplies each contribution \(k_\Lambda d\Lambda\) by a factor \(S(\eta)\) that depends only on \(\eta=\Lambda/d\);
3. \(S\) is continuously differentiable for \(\eta>0\), with \(S(0)=1\) as a limit and a finite limit \(S(\infty)\).

Then, with \(K(\eta)=-dS/d\eta\), the effective conductivity satisfies

\[
\frac{k_{\rm eff}(d)}{k}=S(\infty)+\int_0^\infty \alpha(\eta d)\,K(\eta)\,d\eta , \tag{1}
\]

\[
1-\frac{k_{\rm eff}(d)}{k}=\int_0^\infty\left[1-\alpha(\eta d)\right]K(\eta)\,d\eta . \tag{2}
\]

If very long mean free paths are completely suppressed, \(S(\infty)=0\), and (1) is the accumulation function weighted by \(-dS/d\eta\) alone. Otherwise the boundary term must be kept. Equation (2) has the same form in both cases.

The bulk material enters through \(\alpha\), the geometry through \(K\).

## Proof

By assumption 2, and because \(k_\Lambda d\Lambda=k\,d\alpha\),

\[
\frac{k_{\rm eff}}{k}=\frac1k\int_0^\infty S(\Lambda/d)\,k_\Lambda\,d\Lambda=\int_{\eta=0}^{\infty}S(\eta)\,d\alpha(\eta d).
\]

This converges, since \(S\) is bounded and \(\alpha\) has total variation 1. On a finite interval, integration by parts gives

\[
\int_{\epsilon}^{H}S\,d\alpha=S(H)\alpha(Hd)-S(\epsilon)\alpha(\epsilon d)-\int_\epsilon^H\alpha(\eta d)\frac{dS}{d\eta}\,d\eta .
\]

As \(\epsilon\to0\), the second term tends to \(1\cdot 0=0\). As \(H\to\infty\), the first tends to \(S(\infty)\cdot1\). Replacing \(-dS/d\eta\) by \(K\) gives (1).

For (2), the fundamental theorem of calculus gives

\[
\int_0^\infty K\,d\eta=S(0)-S(\infty)=1-S(\infty). \tag{3}
\]

Subtracting \(\int\alpha K\,d\eta=k_{\rm eff}/k-S(\infty)\), which is (1), from (3) cancels \(S(\infty)\) and leaves (2). ∎

**Remark 1 (discrete modes).** A calculation on a finite set of modes gives a staircase: \(\alpha\) jumps by \(w_i\) at \(\Lambda_i=\eta_i d\), with \(\sum_i w_i=1\). Mode \(i\) contributes to \(\alpha(\eta d)\) only for \(\eta\ge\eta_i\), so

\[
\int_0^\infty\alpha K\,d\eta=\sum_i w_i\int_{\eta_i}^\infty K\,d\eta=\sum_i w_i\left[S(\eta_i)-S(\infty)\right]=\frac{k_{\rm eff}}k-S(\infty).
\]

No derivative of \(\alpha\) is needed.

**Remark 2 (when the scaling fails).** Assumption 2 requires the average suppression of phonons with equal \(\Lambda\) to depend on \(\eta\) alone. Individual factors may differ, as they do with direction in a film. If wall specularity depends on wavelength, the assumption can fail even for a single branch: at fixed \(\eta\), a change of \(d\) changes \(\Lambda\), and with it the wavelength and the specularity. The average suppression then depends on the bulk spectrum, and \(K\) is no longer a property of the geometry alone.

## The suppression function of a film

Heat flows along \(x\) in a film of thickness \(d\). The bulk is isotropic, scattering is described by a relaxation time \(\tau\), and the response is linear. Let \(\mu\) be the cosine of the angle between the phonon velocity and the film normal.

**Lemma 1.** If both walls scatter diffusely, then

\[
S(\eta)=1-\frac32\int_0^1(1-\mu^2)\,\mu\eta\left(1-e^{-1/(\mu\eta)}\right)d\mu \tag{4}
\]
\[
\phantom{S(\eta)}=1-\frac{3\eta}{8}+\frac{3\eta}{2}\left[E_3(1/\eta)-E_5(1/\eta)\right],\qquad E_n(x)=\int_1^\infty\frac{e^{-xt}}{t^n}\,dt .
\]

*Proof.* Write the phonon distribution as \(f_0(T(x))+\delta f\). With \(z\) the distance from one wall in units of \(d\), the linear steady transport equation is

\[
v_x\frac{\partial f_0}{\partial T}\frac{dT}{dx}+\frac{v\mu}{d}\frac{\partial\,\delta f}{\partial z}=-\frac{\delta f}{\tau}.
\]

In the bulk the \(z\) derivative vanishes and \(\delta f_{\rm b}=-\tau v_x(\partial f_0/\partial T)(dT/dx)\). Put \(\delta f=g\,\delta f_{\rm b}\), multiply by \(\tau\) and divide by \(\delta f_{\rm b}\). Since \(v\tau=\Lambda=\eta d\),

\[
\mu\eta\,\frac{dg}{dz}=1-g .
\]

The deviation is odd in \(v_x\), so it adds no energy density and \(T(x)\) remains the local temperature. For the same reason its average over directions arriving at a wall is zero. A diffuse wall therefore emits the equilibrium distribution, and \(g=0\) for phonons leaving it. For \(\mu>0\) and the wall at \(z=0\),

\[
g=1-e^{-z/(\mu\eta)},\qquad \int_0^1g\,dz=1-\mu\eta\left(1-e^{-1/(\mu\eta)}\right).
\]

Phonons with \(\mu<0\) give the same average by reflection symmetry. The heat current contains \(v_x\,\delta f\propto v_x^2g\), and the azimuthal average of \(v_x^2\) is proportional to \(1-\mu^2\). The normalized weight on \(0<\mu<1\) is \(\tfrac32(1-\mu^2)\), because \(\int_0^1(1-\mu^2)d\mu=\tfrac23\). This proves (4).

For the closed form, substitute \(t=1/\mu\) in \(E_n\):

\[
E_n(x)=\int_0^1\mu^{n-2}e^{-x/\mu}\,d\mu . \tag{5}
\]

Hence \(\int_0^1\mu(1-\mu^2)e^{-x/\mu}d\mu=E_3(x)-E_5(x)\), while \(\int_0^1\mu(1-\mu^2)d\mu=\tfrac12-\tfrac14=\tfrac14\). ∎

**Lemma 2.** With \(y=1/(\mu\eta)\) and \(x=1/\eta\), the kernel of this film is

\[
K(\eta)=\frac32\int_0^1\mu(1-\mu^2)\left[1-(1+y)e^{-y}\right]d\mu \tag{6}
\]
\[
\phantom{K(\eta)}=\frac38-\frac32\left[E_3(x)-E_5(x)\right]-\frac{3x}{2}\left[E_2(x)-E_4(x)\right].
\]

It is positive.

*Proof.* From \(dy/d\eta=-y/\eta\) and \(\mu\eta=1/y\),

\[
\frac{d}{d\eta}\left[\mu\eta(1-e^{-y})\right]=\mu(1-e^{-y})+\mu\eta\,e^{-y}\frac{dy}{d\eta}=\mu\left[1-e^{-y}-ye^{-y}\right].
\]

Since \(S\) contains this bracket with a minus sign and \(K=-dS/d\eta\), (6) follows. The integrand is positive because \(e^y>1+y\) for \(y>0\). The three terms of the square bracket in (6) give the three terms of the closed form: the first is \(\tfrac32\cdot\tfrac14\), and the other two follow from (5) with \(y=x/\mu\). ∎

**Small \(\eta\).** The function \((1+y)e^{-y}\) decreases with \(y\), and \(y\ge1/\eta\). Therefore

\[
0\le\frac38-K(\eta)\le\frac38\left(1+\frac1\eta\right)e^{-1/\eta}. \tag{7}
\]

The kernel starts from a plateau at \(3/8\), and \(S\approx1-3\eta/8\).

**Large \(\eta\).** Let \(\ell=\ln\eta-\gamma\), with \(\gamma\) Euler's constant. Start from \(E_1(x)=\ell+x+\dots\) and use the recurrence \(nE_{n+1}=e^{-x}-xE_n\):

\[
E_2=1-(1+\ell)x+\dots,\qquad E_3=\frac12-x+\left(\frac34+\frac \ell2\right)x^2+\dots,
\]
\[
E_4=\frac13-\frac x2+\dots,\qquad E_5=\frac14-\frac x3+\frac{x^2}4+\dots
\]

Thus \(E_3-E_5=\tfrac14-\tfrac23x+\tfrac12(1+\ell)x^2+\dots\). In \(S\), the terms in \(1/x\) cancel and the constants give \(1-1=0\), leaving

\[
S\approx\frac{3(\ln\eta+1-\gamma)}{4\eta}.
\]

In \(K\), use \(E_2-E_4=\tfrac23-(\tfrac12+\ell)x+\dots\). The constants and the linear terms cancel, and the quadratic terms are

\[
-\frac34(1+\ell)x^2+\frac32\left(\frac12+\ell\right)x^2=\frac34\,\ell\,x^2,
\qquad K\approx\frac{3(\ln\eta-\gamma)}{4\eta^2}.
\]

So \(S(\infty)=0\), and by (3) \(K\) is a normalized probability density. It is a broad one. Since \(\int_\eta^\infty K\,d\eta'=S(\eta)\), its median lies where \(S=1/2\), at \(\eta\approx2.20\). Its mean diverges, because \(\eta K\) falls only as \(\ln\eta/\eta\). At \(\eta=100\), \(S\) is still 0.038.

## A film that keeps the boundary term

**Proposition 1.** Let the walls mirror all phonons with \(|\mu|<\mu_c\), where \(0<\mu_c<1\), and scatter the others diffusely among the directions \(|\mu|>\mu_c\). Then \(S(\infty)=(3\mu_c-\mu_c^3)/2\).

*Proof.* A mirror reverses \(\mu\) and preserves \(v_x\). For \(|\mu|<\mu_c\), the bulk solution \(g=1\) satisfies both the transport equation and the wall condition, so these phonons are not suppressed. They contribute

\[
\frac32\int_0^{\mu_c}(1-\mu^2)\,d\mu=\frac32\left(\mu_c-\frac{\mu_c^3}{3}\right)=\frac{3\mu_c-\mu_c^3}{2}
\]

at every \(\eta\). For the rest, Lemma 1 gives the thickness average \(1-(1-e^{-y})/y\le y/2\le1/(2\mu_c\eta)\), which vanishes as \(\eta\to\infty\). ∎

Here \(K\) integrates to \(1-S(\infty)\), and \(\int\alpha K\,d\eta\) alone omits the conductivity of the grazing phonons that remains even when \(\Lambda\gg d\).

## A bulk spectrum with a closed accumulation function

Take three equal branches \(\omega=vq\) up to a cut-off \(\omega_D\), with scattering rate \(1/\tau=A\omega^2\). Let the temperature be well above \(\hbar\omega_D/k_B\), so that each mode has heat capacity \(k_B\). The heat capacity per volume and frequency is \(C_\omega=3k_B\omega^2/(2\pi^2v^3)\), and \(\Lambda=v/(A\omega^2)\). Then

\[
k_\omega=\frac13C_\omega v\Lambda=\frac{k_B}{2\pi^2vA},\qquad k=\frac{k_B\omega_D}{2\pi^2vA}.
\]

The factors \(\omega^2\) cancel, so equal frequency intervals carry equal conductivity. The shortest mean free path is \(\Lambda_{\min}=v/(A\omega_D^2)\). Paths shorter than \(\Lambda\) belong to \(\omega>\omega_D\sqrt{\Lambda_{\min}/\Lambda}\), hence

\[
\alpha(\Lambda)=1-\sqrt{\Lambda_{\min}/\Lambda}\quad(\Lambda\ge\Lambda_{\min}),\qquad \alpha=0\quad(\Lambda<\Lambda_{\min}). \tag{8}
\]

**Proposition 2.** For this bulk and diffuse walls, with \(a=\Lambda_{\min}/d\),

\[
\frac{k_{\rm eff}}{k}=1-\frac{4\sqrt\pi}{7}\sqrt a+\frac{3a}{8}-R,\qquad 0\le R\le\frac38(1+a)e^{-1/a}. \tag{9}
\]

*Proof.* Insert (8) into (2), then extend the square-root term down to \(\eta=0\) and subtract what was added:

\[
1-\frac{k_{\rm eff}}k=\int_0^aK\,d\eta+\int_a^\infty\sqrt{\frac a\eta}\,K\,d\eta
=\sqrt a\,M+\int_0^a\left(1-\sqrt{\frac a\eta}\right)K\,d\eta ,
\]

where \(M=\int_0^\infty\eta^{-1/2}K\,d\eta\). To find \(M\), insert (6). The integrand is positive, so the order of integration may be exchanged. At fixed \(\mu\) put \(\eta=1/(\mu y)\), which turns the \(\eta\) integral into

\[
\mu^{-1/2}\int_0^\infty y^{-3/2}\left[1-(1+y)e^{-y}\right]dy .
\]

The bracket has derivative \(ye^{-y}\) and behaves as \(y^2/2\) near zero. Integration by parts therefore has no boundary term, and the \(y\) integral is \(2\int_0^\infty y^{1/2}e^{-y}dy=2\Gamma(\tfrac32)=\sqrt\pi\). Thus

\[
M=\frac{3\sqrt\pi}{2}\int_0^1\mu^{1/2}(1-\mu^2)\,d\mu=\frac{3\sqrt\pi}2\left(\frac23-\frac27\right)=\frac{4\sqrt\pi}{7}.
\]

In the remaining integral write \(K=\tfrac38-(\tfrac38-K)\). The constant gives \(\tfrac38(a-2a)=-\tfrac38a\). The rest is

\[
R=\int_0^a\left(\sqrt{\frac a\eta}-1\right)\left(\frac38-K\right)d\eta\ge0 .
\]

By (7), \(\tfrac38-K\) is at most \(\tfrac38(1+1/a)e^{-1/a}\) on this interval, and the first factor integrates to \(a\). The bound follows. ∎

**Remark 3 (thick films).** The leading loss varies as \(d^{-1/2}\). This comes from the slow approach of \(\alpha\) to 1. If instead all mean free paths were bounded and much shorter than \(d\), then \(S\approx1-3\eta/8\) would give a loss \(\tfrac38\langle\Lambda\rangle/d\), with \(\langle\Lambda\rangle=\int\Lambda\,d\alpha\). For (8) that mean diverges, so the \(1/d\) law does not apply. The \(d^{-1/2}\) law assumes walls that are diffuse at every wavelength. Walls that mirror long waves would reduce the loss in thick films. The law also assumes that the rate \(A\omega^2\) holds down to \(\omega\to0\). Any further scattering that bounds \(\Lambda\) restores the \(1/d\) law once \(d\) is much larger than that bound.

**Remark 4 (thin films).** For \(a\gg1\) every phonon has \(\eta\gg1\). With \(s=\omega/\omega_D\) and \(\eta=a/s^2\), the large-\(\eta\) form of \(S\) gives

\[
\frac{k_{\rm eff}}k\approx\frac{3}{4a}\int_0^1s^2(\ln a-2\ln s+1-\gamma)\,ds=\frac{1}{4a}\left(\ln a+\frac53-\gamma\right),
\]

because \(-2\int_0^1s^2\ln s\,ds=\tfrac29\). This is a limit of the model, which keeps the bulk dispersion at every thickness.

## Numbers for one model

Take \(v=6000\) m/s, \(\omega_D=6\times10^{13}\) rad/s and \(A=10^{-16}\) s. These are round model parameters, for a temperature well above \(\hbar\omega_D/k_B=458\) K, as the classical heat capacity requires. They give \(k=69.9\) W/(m K) and

\[
\Lambda_{\min}=\frac{6000}{10^{-16}\,(6\times10^{13})^2}\ \text{m}=16.7\ \text{nm}.
\]

For \(d=100\) nm, \(a=0.1667\), \(\sqrt a=0.4082\), and (9) without \(R\) gives

\[
\frac{k_{\rm eff}}{k}\approx1-1.0128\times0.4082+0.375\times0.1667=0.649,
\]

or \(k_{\rm eff}=45.4\) W/(m K). Direct integration of \(S\,k_\omega\) over frequency, which uses neither \(\alpha\) nor \(K\), agrees with the weighted integral (1) to the six decimals given in the numerical output. At 30 nm, where \(a=0.556\) is no longer small, the short formula gives 0.4534 against 0.4521. It lies above, as \(R\ge0\) requires.

**The sharp cut-off.** Suppose every phonon with \(\Lambda<d\) were kept and all others removed. Then \(k_{\rm eff}/k\) would be \(\alpha(d)=1-\sqrt a\).

| \(d\) (nm) | \(k_{\rm eff}/k\) | \(\alpha(d)\) |
|---|---|---|
| 30 | 0.452 | 0.255 |
| 100 | 0.649 | 0.592 |
| 300 | 0.782 | 0.764 |
| 1000 | 0.875 | 0.871 |

Relative to the film value, the sharp cut-off is 44 % too low at 30 nm and 0.5 % too low at 1000 nm. The sign is not general. By (9) without \(R\), the difference \(k_{\rm eff}/k-\alpha(d)\) is \(3a/8-0.0128\sqrt a\), which changes sign at \(\sqrt a\approx0.034\), or \(d\approx14\) µm. In thicker films of this model the cut-off estimate is slightly too high. This rests on the small margin \(4\sqrt\pi/7-1=0.0128\) and on fully diffuse walls. For the walls of Proposition 1 the \(\mu\) integral in \(M\) starts at \(\mu_c\), which lowers \(M\) by about \(\sqrt\pi\,\mu_c^{3/2}\). Already at \(\mu_c=0.04\) this makes \(M<1\), and the cut-off estimate then stays too low in thick films.

**What the weighted integral does and does not show.** For \(d=100\) nm, the ranges \(\eta<1\), \(1<\eta<10\) and \(\eta>10\) contribute 0.101, 0.355 and 0.193 to (1). The last number is not the heat carried by phonons with \(\Lambda>10d\), because \(\alpha(\eta d)\) also counts all shorter paths. Integrating by parts from \(\eta_1\) upward, with \(S(\infty)=0\), gives the actual share:

\[
\int_{\eta_1}^\infty S\,d\alpha=\int_{\eta_1}^\infty\alpha K\,d\eta-S(\eta_1)\,\alpha(\eta_1d).
\]

For \(\eta_1=10\) this is \(0.1932-0.2091\times0.8709=0.011\). Phonons with \(\Lambda>1000\) nm carry \(1-0.871=0.129\) of the bulk conductivity, but in the film they supply only 0.011 of \(k\).

**Mirrored grazing phonons.** For \(\mu_c=0.2\), \(S(\infty)=(0.6-0.008)/2=0.296\). At \(d=100\) nm the weighted integral is 0.412, and

\[
\frac{k_{\rm eff}}k=0.296+0.412=0.708,
\]

which agrees with the direct frequency integral and corresponds to 49.5 W/(m K). Dropping the boundary term would make the result 42 % too low relative to the correct value.

## Table of computed values

```
speed v = 6000 m/s
cut-off omega_D = 6.00e+13 rad/s
scattering coefficient A = 1.0e-16 s
bulk conductivity k = 69.944 W/(m K)
shortest mean free path = 16.667 nm
eta =   0.1: S = 0.96250, K = 0.374991
eta =   0.5: S = 0.81911, K = 0.324249
eta =   1.0: S = 0.68386, K = 0.222494
eta =   2.0: S = 0.52188, K = 0.118009
eta =  10.0: S = 0.20913, K = 0.013865
eta = 100.0: S = 0.03776, K = 0.000303
S from transport equation, eta = 0.5: 0.81911
S from transport equation, eta = 2.0: 0.52188
eta at which S = 1/2: 2.1951
integral of K, diffuse walls = 1.000000
integral of K/sqrt(eta) = 1.012831
4 sqrt(pi)/7 = 1.012831
Films with diffuse walls (ratios are k_eff/k):
d = 30 nm: a = mfp_min/d = 0.55556
  frequency integral 0.452099, weighted alpha 0.452099
  short formula 0.453414, sharp cut-off alpha(d) 0.254644
  k_eff = 31.622 W/(m K)
d = 100 nm: a = mfp_min/d = 0.16667
  frequency integral 0.649013, weighted alpha 0.649013
  short formula 0.649014, sharp cut-off alpha(d) 0.591752
  k_eff = 45.395 W/(m K)
d = 300 nm: a = mfp_min/d = 0.05556
  frequency integral 0.782107, weighted alpha 0.782107
  short formula 0.782107, sharp cut-off alpha(d) 0.764298
  k_eff = 54.704 W/(m K)
d = 1000 nm: a = mfp_min/d = 0.01667
  frequency integral 0.875494, weighted alpha 0.875494
  short formula 0.875494, sharp cut-off alpha(d) 0.870901
  k_eff = 61.236 W/(m K)
Parts of the weighted integral for d = 100 nm:
  eta mfp_min/d to 1: 0.101037
  eta 1 to 10: 0.354771
  eta above 10: 0.193205
Mirror walls, mu_c = 0.2, d = 100 nm: S(inf) = 0.296000
  integral of K = 0.704000
  integral of alpha K = 0.411724
  k_eff/k by frequency integral = 0.707724
  k_eff = 49.501 W/(m K)
Four discrete modes: mode sum 0.528592, staircase 0.528592
```
